# When ruthenium loses its grain-boundary advantage over copper: verification in Python

```python
"""Grain-boundary resistivity of Cu and Ru at equal grain size.

Result under test: in the weak Mayadas-Shatzkes form the added resistivity is
    added = 1.5 * A * R / ((1 - R) * D),
so Ru loses its advantage over Cu (R = 0.20) above R = 0.246.
A: bulk resistivity times mean free path (micro-ohm cm nm)
D: grain size (nm); R: reflection probability at normal incidence
alpha: c * (mean free path / D) * R / (1 - R), standard c = 1
u: absolute cosine between electron velocity and boundary normal
"""
import numpy as np
from scipy.constants import centi, micro, nano
from scipy.integrate import quad
from scipy.optimize import brentq

UNIT = micro * centi * nano           # ohm m^2 in one micro-ohm cm nm
A_CU, A_RU = 6.7e-16 / UNIT, 5.14e-16 / UNIT
RHO_CU, RHO_RU = 1.7, 7.8             # rough bulk values, micro-ohm cm
R_CU, GRAIN = 0.20, 20.0


def odds(r):
    return r / (1 - r)


def from_odds(x):
    return x / (1 + x)


def weak_added(product, r, grain):
    return 1.5 * product * odds(r) / grain


def conductivity_loss(alpha):
    """1 - sigma/sigma0 from the Fermi-sphere average."""
    return quad(lambda u: 3 * u**2 * alpha / (u + alpha), 0, 1,
                epsabs=1e-15, epsrel=1e-12)[0]


def full_added(product, rho, r, grain, c=1.0):
    loss = conductivity_loss(c * product / rho / grain * odds(r))
    return rho * loss / (1 - loss)


def surface_added(product, rho, thickness):
    """Film with fully diffuse surfaces, from the Boltzmann equation."""
    k = product / rho / thickness
    sigma = quad(lambda u: 1.5 * (1 - u**2)
                 * (1 - k * u * (1 - np.exp(-1 / (k * u)))), 0, 1)[0]
    return rho * (1 / sigma - 1)


def full_threshold(grain, c=1.0, heat=1.0, surfaces=False):
    """Ru reflection at which the full added resistivities are equal."""
    rho_cu, rho_ru = RHO_CU * heat, RHO_RU * heat
    target = full_added(A_CU, rho_cu, R_CU, grain, c)
    if surfaces:
        target += surface_added(A_CU, rho_cu, grain)
        target -= surface_added(A_RU, rho_ru, grain)
    return brentq(lambda r: full_added(A_RU, rho_ru, r, grain, c) - target,
                  0.01, 0.9, xtol=1e-14, rtol=1e-13)


x_star = A_CU / A_RU * odds(R_CU)
r_star = from_odds(x_star)

# Thin barrier: wavefunction matching against odds = s^2/u^2.
# Units: hbar^2/(2m) = 1 and Fermi wavenumber = 1, so s = strength/2.
width, strength = 1e-5, 1.0
for u in (1.0, 0.7, 0.4):
    q = np.sqrt(strength / width - u**2)
    ep, em = np.exp(q * width), np.exp(-q * width)
    matrix = np.array([[1, -1, -1, 0],
                       [-1j * u, -q, q, 0],
                       [0, ep, em, -1],
                       [0, q * ep, -q * em, -1j * u]], dtype=complex)
    amplitudes = np.linalg.solve(matrix, np.array([-1, -1j * u, 0, 0]))
    reflected = abs(amplitudes[0])**2
    assert abs(reflected + abs(amplitudes[3])**2 - 1) < 1e-8
    assert abs(odds(reflected) / ((strength / 2)**2 / u**2) - 1) < 1e-3

# Walk among planes: spreading of the exact probability distribution
# against diffusion = speed^2/rate with rate = 2*odds (spacing = speed = 1).
for r in (0.1, 0.2, 0.4):
    steps = 400
    site = np.arange(-steps - 2, steps + 3)
    right = np.where(site == 0, 0.5, 0.0)
    left = right.copy()
    variance = []
    for _ in range(steps):
        right, left = np.roll(right, 1), np.roll(left, -1)
        variance.append(np.sum(site**2 * (right + left)))
        right, left = (1 - r) * right + r * left, (1 - r) * left + r * right
    diffusion = (variance[-1] - variance[-2]) / 2
    assert abs(diffusion * 2 * odds(r) - 1) < 1e-8

# Closed angular law and its expansion against quadrature.
for a in (0.05, 0.5, 2.0):
    closed = 1 - 1.5*a + 3*a**2 - 3*a**3*np.log(1 + 1/a)
    assert abs(1 - conductivity_loss(a) - closed) < 1e-10
a = 1e-4
loss = conductivity_loss(a)
second = (loss / (1 - loss) - 1.5 * a) / a**2
assert abs(second + 0.75) < 0.01      # remaining term is of order a*log(a)

# Threshold of the full model in the weak limit, and its first correction.
big = 2e5
r_big = full_threshold(big)
assert abs(r_big - r_star) < 1e-4
assert abs(full_threshold(big, c=2.0) - r_star) < 1e-4
alpha_cu_big = A_CU / RHO_CU / big * odds(R_CU)
alpha_ru_big = A_RU / RHO_RU / big * x_star
shift = -x_star * (alpha_cu_big - alpha_ru_big) / 2
assert abs((odds(r_big) - x_star) / shift - 1) < 0.01
cu_big = full_added(A_CU, RHO_CU, R_CU, big)
for r in np.linspace(0.02, 0.8, 40):
    ru_wins = full_added(A_RU, RHO_RU, r, big) < cu_big
    assert ru_wins == (r < r_star)

# Surface law: explicit average over depth and angle.
nodes, weights = np.polynomial.legendre.leggauss(400)
nodes, weights = (nodes + 1) / 2, weights / 2
depth, cosine = np.meshgrid(nodes, nodes, indexing="ij")
k_cu = A_CU / RHO_CU / GRAIN
local = 1.5 * (1 - cosine**2) * (1 - np.exp(-depth / (k_cu * cosine)))
sigma_film = weights @ local @ weights
assert abs(RHO_CU * (1 / sigma_film - 1)
           - surface_added(A_CU, RHO_CU, GRAIN)) < 1e-3


# Alternative model: every boundary encounter is independent.
def independent_loss(x):
    return quad(lambda u: 6 * u**3 * x / (u**2 + x), 0, 1)[0]


assert abs(independent_loss(1e-4) / (3 * 1e-4) - 1) < 0.01
r_independent = from_odds(brentq(
    lambda x: A_RU * independent_loss(x)
    - A_CU * independent_loss(odds(R_CU)), 1e-3, 5))

# Total resistivity: Ru stays above Cu at equal reflection.
for d in np.linspace(5, 100, 39):
    assert (RHO_RU + full_added(A_RU, RHO_RU, R_CU, d)
            > RHO_CU + full_added(A_CU, RHO_CU, R_CU, d))

r_full = full_threshold(GRAIN)
assert r_full < r_star
T_ROOM, T_USE = 298.0, 378.0


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


MU = "micro-ohm cm"
print("INPUTS")
show("Product rho0*lambda, Cu", A_CU, MU + " nm", 1)
show("Product rho0*lambda, Ru", A_RU, MU + " nm", 1)
show("Rough bulk resistivity, Cu", RHO_CU, MU, 1)
show("Rough bulk resistivity, Ru", RHO_RU, MU, 1)
show("Grain size, both metals", GRAIN, "nm", 1)
show("Reflection, Cu", R_CU, "", 2)
print("WEAK-MODEL THRESHOLD")
show("Product ratio Cu/Ru", A_CU / A_RU)
show("R/(1-R), Cu", odds(R_CU))
show("R/(1-R), Ru at threshold", x_star)
show("Ru threshold reflection", r_star)
show("Threshold if 1/(1-R) is also dropped", R_CU * A_CU / A_RU)
print("EXAMPLE AT THE GIVEN GRAIN SIZE")
show("Mean free path, Cu", A_CU / RHO_CU, "nm", 1)
show("Mean free path, Ru", A_RU / RHO_RU, "nm", 2)
show("alpha, Cu", A_CU / RHO_CU / GRAIN * odds(R_CU), "", 3)
show("alpha, Ru at threshold", A_RU / RHO_RU / GRAIN * x_star, "", 3)
show("Weak added resistivity, Cu", weak_added(A_CU, R_CU, GRAIN), MU, 3)
for r in (0.20, r_star, 0.30):
    show(f"Weak added resistivity, Ru at R={r:.4f}",
         weak_added(A_RU, r, GRAIN), MU, 3)
cu_full = full_added(A_CU, RHO_CU, R_CU, GRAIN)
ru_full = full_added(A_RU, RHO_RU, R_CU, GRAIN)
show("Full added resistivity, Cu", cu_full, MU, 3)
show("Full added resistivity, Ru at R=0.20", ru_full, MU, 3)
show("Full total resistivity, Cu", RHO_CU + cu_full, MU, 2)
show("Full total resistivity, Ru at R=0.20", RHO_RU + ru_full, MU, 2)
print("RU THRESHOLD WITH NEGLECTED EFFECTS")
show("Full angular law, c=1", r_full)
show("Full angular law, c=2", full_threshold(GRAIN, c=2.0))
show(f"Full law at {T_USE:.0f} K (bulk scaled from {T_ROOM:.0f} K)",
     full_threshold(GRAIN, heat=T_USE / T_ROOM))
show("Independent boundary encounters, weak limit", r_independent)
show("Surface addition, Cu film", surface_added(A_CU, RHO_CU, GRAIN), MU, 3)
show("Surface addition, Ru film", surface_added(A_RU, RHO_RU, GRAIN), MU, 3)
show("Full law plus diffuse film surfaces",
     full_threshold(GRAIN, surfaces=True))
show("Weak law, Ru grains 10% smaller", from_odds(0.9 * x_star))
show("Weak law, Ru product 25% lower (trial)", from_odds(x_star / 0.75))
print("ALL CHECKS PASSED")
```

It prints:

```
INPUTS
Product rho0*lambda, Cu: 67.0 micro-ohm cm nm
Product rho0*lambda, Ru: 51.4 micro-ohm cm nm
Rough bulk resistivity, Cu: 1.7 micro-ohm cm
Rough bulk resistivity, Ru: 7.8 micro-ohm cm
Grain size, both metals: 20.0 nm
Reflection, Cu: 0.20
WEAK-MODEL THRESHOLD
Product ratio Cu/Ru: 1.3035
R/(1-R), Cu: 0.2500
R/(1-R), Ru at threshold: 0.3259
Ru threshold reflection: 0.2458
Threshold if 1/(1-R) is also dropped: 0.2607
EXAMPLE AT THE GIVEN GRAIN SIZE
Mean free path, Cu: 39.4 nm
Mean free path, Ru: 6.59 nm
alpha, Cu: 0.493
alpha, Ru at threshold: 0.107
Weak added resistivity, Cu: 1.256 micro-ohm cm
Weak added resistivity, Ru at R=0.2000: 0.964 micro-ohm cm
Weak added resistivity, Ru at R=0.2458: 1.256 micro-ohm cm
Weak added resistivity, Ru at R=0.3000: 1.652 micro-ohm cm
Full added resistivity, Cu: 1.174 micro-ohm cm
Full added resistivity, Ru at R=0.20: 0.940 micro-ohm cm
Full total resistivity, Cu: 2.87 micro-ohm cm
Full total resistivity, Ru at R=0.20: 8.74 micro-ohm cm
RU THRESHOLD WITH NEGLECTED EFFECTS
Full angular law, c=1: 0.2388
Full angular law, c=2: 0.2385
Full law at 378 K (bulk scaled from 298 K): 0.2391
Independent boundary encounters, weak limit: 0.2771
Surface addition, Cu film: 1.536 micro-ohm cm
Surface addition, Ru film: 1.089 micro-ohm cm
Full law plus diffuse film surfaces: 0.3037
Weak law, Ru grains 10% smaller: 0.2268
Weak law, Ru product 25% lower (trial): 0.3029
ALL CHECKS PASSED
```
